# Mott's minimum metallic conductivity is not a zero-temperature jump

Suppose the conductivity of a disordered oxide film is to be computed from states on both sides of a mobility edge $E_c$. For elastic scattering, with $f$ the Fermi function and $\mu$ the chemical potential,

$$\sigma(T)=\int\left(-\frac{\partial f}{\partial E}\right)\sigma(E)\,dE ,$$

and one must decide what to insert for $\sigma(E)$ just above $E_c$. One choice is a step of height $\sigma_{\min}$. The other is a continuous law $\sigma(E)=A(E-E_c)^s$.

The step gives $\sigma(T)=\sigma_{\min}f(E_c)$, because the integral of $-\partial f/\partial E$ from $E_c$ upward is $f(E_c)$. With $\mu=E_c$ this is $\sigma_{\min}/2$ at every temperature. For the continuous law with $\mu=E_c$, put $E-E_c=k_BTz$. The result is $A(k_BT)^s$ times a pure number, which vanishes as $T\to0$. The two choices thus disagree about whether a film at the transition conducts at zero temperature.

## The belief and its appeal

The belief is that a metal at zero temperature cannot have a conductivity below a value of a few hundredths of $e^2/(\hbar a)$, where $a$ is a microscopic length. As disorder grows, the conductivity would fall to this value and then jump to zero.

The physical picture is reasonable. A mean free path shorter than the distance between sites has no clear meaning, so diffusion seems to have a slowest possible form, in which the phase of the wave function is lost from one site to the next. An estimate of that limit can be derived.

Apply a field $F\cos\omega t$ to a volume $\Omega$. The perturbation has amplitude $eFv/\omega$, with $v$ the velocity along the field. For one spin the golden rule gives the rate

$$\Gamma_{m\to n}=\frac{2\pi}{\hbar}\,\frac{e^2F^2|v_{mn}|^2}{4\omega^2}\,\delta(E_n-E_m-\hbar\omega).$$

The absorbed power $\hbar\omega\sum_{mn}(f_m-f_n)\Gamma_{m\to n}$ equals $\tfrac12\sigma F^2\Omega$, so

$$\sigma=\frac{\pi e^2}{\omega\Omega}\sum_{mn}|v_{mn}|^2(f_m-f_n)\,\delta(E_n-E_m-\hbar\omega).$$

At $T=0$ the occupation factor selects initial states in a window of width $\hbar\omega$ below the Fermi energy. As $\omega\to0$ this window supplies a factor $\hbar\omega$, and both energies go to $E_F$. With a factor 2 for spin,

$$\sigma=\frac{2\pi e^2\hbar}{\Omega}\sum_{mn}|v_{mn}|^2\delta(E_F-E_m)\delta(E_F-E_n)
=2\pi e^2\hbar\,\Omega\,n^2\langle|v|^2\rangle ,$$

where $n$ is the density of states per volume and spin, so that each sum over states contributes $\Omega n$.

Now take a simple cubic lattice of $N$ sites with hopping $-t$ between neighbours. From $v=(i/\hbar)[H,x]$ and real wave functions,

$$v_{mn}=\frac{ita}{\hbar}\sum_{\mathbf r}\left[\psi_m(\mathbf r+\hat x)\psi_n(\mathbf r)-\psi_m(\mathbf r)\psi_n(\mathbf r+\hat x)\right].$$

The random-phase assumption treats amplitudes on different sites and in different states as independent, with mean square $1/N$. In $|v_{mn}|^2$ the cross terms then average to zero. There remain $2N$ squares, each of mean $1/N^2$:

$$\langle|v|^2\rangle=\frac{t^2a^2}{\hbar^2}\,\frac{2}{N}.$$

For random orthonormal vectors on a finite lattice, $N\langle|v|^2\rangle$ came out as 2.019 in units of $(ta/\hbar)^2$, against the derived 2. Let $\rho$ be the density of states per site and spin, so that $n=\rho/a^3$, and let $\Omega=Na^3$. Then

$$\sigma_M=2\pi e^2\hbar\,(Na^3)\,\frac{\rho^2}{a^6}\,\frac{2t^2a^2}{\hbar^2N}=4\pi(t\rho)^2\,\frac{e^2}{\hbar a}.$$

Random site energies spread uniformly over a width $W$ localize the states at the band centre near $W=16.5\,t$. There the computed density of states is $t\rho=0.0554$, and

$$\sigma_M=4\pi(0.0554)^2\,\frac{e^2}{\hbar a}=0.0386\,\frac{e^2}{\hbar a}.$$

This is Mott's scale, evaluated at the disorder of the transition. The density of states comes from six cubes of side $10a$; cubes of side $40a$ give $t\rho\approx0.0562$ and $\sigma_M\approx0.0396$, so the value is good to about 3 percent. Localized states lie beyond that disorder, so it is tempting to conclude that the metal ends at this conductivity. The weak point is the independence of the amplitudes. Interference correlates states close in energy, and their matrix elements matter most for a static conductivity. The estimate has no length in it besides $a$, so it cannot describe a correction that accumulates with distance.

## Conductance as a function of size

Consider cubes of side $L$ with conductance $G=(2e^2/h)g$. Since $G=\sigma L^2/L=\sigma L$ and $2e^2/h=e^2/(\pi\hbar)$,

$$\sigma(L)=\frac{e^2}{\pi\hbar}\,\frac{g(L)}{L}.$$

One-parameter scaling assumes that the change of $g$ with size depends on $g$ alone:

$$\frac{d\ln g}{d\ln L}=\beta(g).$$

The electrons are noninteracting, the potential is static, time reversal holds, and there is no spin-orbit coupling. Three properties of $\beta$ are used.

- For large $g$, Ohm's law gives $g\propto L$, so $\beta\to1$. Interference enhances the return of an electron to its starting point in this symmetry class, so the limit is approached from below, with $1-\beta\propto1/g$.
- For small $g$, states are localized and $g\propto e^{-cL}$. Then $\beta=-cL$, which is $\ln g$ plus a constant.
- Between these limits $\beta$ is smooth and increasing. A larger cube is assembled from a finite number of smaller ones, and joining finite blocks gives no reason for a jump.

Hence $\beta$ has a single zero $g_c$. If $g>g_c$ at some size, $g$ grows and the system is a metal. If $g<g_c$, it shrinks and the system is an insulator. These properties are a hypothesis supported by numerical work, not a theorem.

They already exclude a minimum. From $\ln\sigma=\ln g-\ln L+\text{const}$,

$$\frac{d\ln\sigma}{d\ln L}=\beta-1<0 ,$$

so the conductivity of a metal falls as the cube grows, and $\sigma(L)\ge\sigma(\infty)$. Suppose every metal had $\sigma(\infty)\ge\sigma_{\min}>0$. Then every metallic cube would have $\sigma(L)\ge\sigma_{\min}$. At fixed finite $L$ the averaged conductance varies continuously with disorder, so the bound would carry over to the transition point itself. There $g$ would have to satisfy $g\ge\pi\hbar\sigma_{\min}L/e^2$, which grows without limit. But at the transition $g$ stays at $g_c$. The two statements contradict each other, and no smaller choice of $\sigma_{\min}$ removes the contradiction.

## How the conductivity vanishes

Let $x=\ln g$, $x_c=\ln g_c$, and let $\delta=\ln(g_0/g_c)>0$ measure the distance from the transition at a starting length $L_0$. Since $d\ln L=dx/\beta$,

$$d\ln\sigma=(\beta-1)\,d\ln L=-\frac{1-\beta}{\beta}\,dx,
\qquad
\ln\frac{\sigma(\infty)}{\sigma(L_0)}=-\int_{x_c+\delta}^{\infty}\frac{1-\beta}{\beta}\,dx .$$

The upper end converges because $1-\beta\propto e^{-x}$. At the lower end put $y=x-x_c$ and assume that $\beta$ crosses zero with a finite, nonzero slope $1/\nu$, so that $\beta\simeq y/\nu$. Then

$$\frac{1-\beta}{\beta}=\frac1\beta-1=\frac{\nu}{y}+\text{bounded terms}.$$

Integration from $\delta$ to a fixed small $y_1$ gives $\nu\ln(y_1/\delta)$ plus a finite amount. Therefore

$$\sigma(\infty)\propto\delta^{\nu},\qquad \delta\to0^+ .$$

The starting value $\sigma(L_0)$ stays finite at $\delta=0$ and does not affect the exponent. Because $g_0$ normally varies smoothly with disorder or energy, $\delta\propto E-E_c$ near a mobility edge, and the exponent in the opening integral is $s=\nu$.

The same result has a simple reading. Near the zero, $dy/d\ln L=y/\nu$, so $y=\delta(L/L_0)^{1/\nu}$. This becomes of order one at $\xi\sim L_0\delta^{-\nu}$. Up to $\xi$ the cube looks critical and $\sigma$ falls as $1/L$. Beyond $\xi$ it behaves as an ordinary metal. The surviving conductivity is of order $e^2g_c/(\pi\hbar\xi)$. Mott's formula has the right form, but the microscopic length $a$ must be replaced by a length that diverges.

In $d$ dimensions $\sigma\propto gL^{2-d}$, so $1-\beta$ is replaced by $d-2-\beta$. The singular term becomes $(d-2)\nu/y$, and $s=(d-2)\nu$, provided $\beta$ has such a zero.

For numbers I use the interpolation

$$\beta(g)=2-(1+g)\ln\left(1+\frac1g\right).$$

Expansion gives $1-1/(2g)$ for large $g$ and $2+\ln g$ for small $g$, as required. Its slope is

$$\frac{d\beta}{d\ln g}=g\left[-\ln\left(1+\frac1g\right)+\frac1g\right]=1-g\ln\left(1+\frac1g\right)>0 ,$$

where the inequality follows from $\ln(1+u)<u$. The zero is at $g_c=0.2550$, where the slope is $0.5936$, so $\nu=1/0.5936\approx1.685$. Evaluating the integral for $\sigma(\infty)$ at very small $\delta$ gives the exponent 1.685 as well. The value of $\nu$ belongs to this interpolation; the continuous vanishing does not depend on it.

It is instructive to ask what would produce a jump. On the metallic side take $\beta=1-e^{-ky}$, whose slope at the zero is $k=1/\nu$. Then

$$\int_\delta^\infty\frac{e^{-ky}}{1-e^{-ky}}\,dy=\left[\frac1k\ln(1-e^{-ky})\right]_\delta^\infty=-\frac1k\ln(1-e^{-k\delta}),$$

$$\frac{\sigma(\infty)}{\sigma(L_0)}=(1-e^{-k\delta})^{1/k}.$$

At $\delta=0.1$ this ratio is 0.0087 for $k=0.6$ and 0.9999 for $k=50$. As $k\to\infty$ it tends to one for every positive $\delta$, but then $\beta$ itself jumps from 0 to 1. In this family a minimum conductivity is a discontinuous $\beta$ in another guise.

## A lattice metal below Mott's value

The argument can be confronted with the lattice model directly. Disordered cubes were placed between clean leads, with periodic boundaries across the current and energy at the band centre. The conductance follows from the transmission, and the contact resistance of the $N_{\rm o}$ open lead channels is subtracted:

$$\sigma=\frac{e^2}{\hbar a}\,\frac{1}{\pi(L/a)\,(1/\langle g\rangle-1/N_{\rm o})}.$$

As a check of normalization, at $W=6t$ this route gives 0.262 and the Kubo-Greenwood sum 0.272, in units of $e^2/(\hbar a)$. The Kubo value is an average over three cubes and has a sampling error of 3 to 4 percent, so the two agree within that error. Near the transition the results, with standard errors for the change of $\langle\ln g\rangle$, are:

| $W/t$ | change of $\langle\ln g\rangle$, $L/a$ from 6 to 10 | $\sigma$ at 6 | $\sigma$ at 10 |
|---|---|---|---|
| 14.0 | $0.459\pm0.053$ | 0.0317 | 0.0267 |
| 16.5 | $0.132\pm0.089$ | 0.0195 | 0.0119 |
| 20.0 | $-0.336\pm0.135$ | 0.0099 | 0.0046 |

At $W=14t$, below the transition near $16.5t$, the conductance grows with size. At these small sizes growth alone is not decisive, because some upward drift remains even at the critical disorder (see below), but here the growth is about twice that drift, as expected for a metal. At $L=10a$ its mean is $\langle g\rangle=0.826$. Without the contact correction, $0.826/(10\pi)=0.0263$; with it, the conductivity is $0.0267\,e^2/(\hbar a)$. The conductivities in the table carry sampling errors of about 0.001, and $L=12a$ gives about 0.024. The value lies well below $\sigma_M=0.0386\,e^2/(\hbar a)$. Because $\sigma(L)$ falls with size, the infinite metal lies lower still.

At $W=16.5t$ the tabulated change of $\langle\ln g\rangle$ is 1.5 standard errors from zero, and the conductivity ratio is $0.0119/0.0195=0.61$ with an error of several hundredths. Ensembles of a few thousand cubes give a change of $0.23\pm0.03$ and a ratio of $0.68\pm0.02$. Cubes this small still show corrections to scaling, and the $6/10$ expected from $\sigma\propto1/L$ is met only roughly. A critical cube has no size-independent conductivity to settle at.

A rough exponent follows from the difference of $\langle\ln g\rangle$ between $W=14t$ and $W=20t$. To first order in the distance from the transition it should grow as $L^{1/\nu}$. It is 1.963 at $L=6a$ and 2.758 at $L=10a$, a ratio of 1.40, so $1/\nu=\ln1.40/\ln(10/6)\approx0.66$, with a statistical error of 0.12. That means $\nu$ near 1.5; large-scale numerical studies of this model give about 1.57. Corrections from the small sizes and the wide disorder interval are not included in the error.

## Why a measurement can suggest a floor

At nonzero temperature, phase coherence ends at a length $L_T$. Larger regions combine classically, so the measured conductivity is $\sigma(L_T)$. Assume a dephasing rate $k_BT/\hbar$. This requires some inelastic process outside the static model. With diffusion constant $D$ and density of states $N_F$ for both spins,

$$L_T^2=\frac{\hbar D}{k_BT},\qquad D=\frac{\sigma}{e^2N_F}=\frac{g}{\pi\hbar N_FL_T}.$$

Substituting the second relation into the first and multiplying by $L_T$ gives

$$L_T^3=\frac{g}{\pi N_Fk_BT}.$$

At the transition $g=g_c$, hence $L_T\propto T^{-1/3}$ and $\sigma\propto T^{1/3}$. Halving the temperature lowers the conductivity by about a fifth. On a plot of $\ln\sigma$ against $1/T$ the slope is $-T/3$, which tends to zero on cooling. The curve therefore flattens and resembles saturation, although $\sigma$ itself goes to zero.

As an example take a degenerate amorphous indium-gallium-zinc oxide film with rough parameters: $10^{20}$ electrons per cm³, effective mass $0.34\,m_e$ and thickness 50 nm. A parabolic band gives $E_F=0.231$ eV. Since $N_F=3n_e/(2E_F)$ with $n_e=0.1$ nm⁻³, $N_F=0.649$ per eV nm³. Let $L_0=n_e^{-1/3}=2.15$ nm, the mean electron spacing. Using this length for $a$ in the lattice estimate gives $\sigma_M=43.6$ S/cm, an order-of-magnitude transfer.

A critical film has 91.7 S/cm at the length $L_0$, about twice $\sigma_M$. At 10 K, where $k_BT=8.62\times10^{-4}$ eV,

$$L_T=\left(\frac{0.2550}{\pi\times0.649\times8.62\times10^{-4}}\right)^{1/3}\text{nm}=5.25\ \text{nm},$$

$$\sigma=91.7\times\frac{2.15}{5.25}\ \text{S/cm}\approx37.6\ \text{S/cm}.$$

The table compares this film with a slightly metallic one. The last column is the limit for a bulk sample.

| $\delta$ | 100 K | 10 K | 1 K | 0.1 K | $T=0$, bulk |
|---|---|---|---|---|---|
| 0 | 81.0 | 37.6 | 17.5 | 8.1 | 0 |
| 0.1 | 87.2 | 42.2 | 21.0 | 10.8 | 1.6 |

All conductivities are in S/cm. At 10 K the metallic film happens to sit near $\sigma_M$ and differs from the critical film by 12 percent. Its zero-temperature limit is about 27 times below $\sigma_M$. Even at 0.1 K it is far from that limit. For $\delta=0.5$ the limit is 28 S/cm, still below $\sigma_M$, while for $\delta=1$ it is 106 S/cm. In this model Mott's value is thus not a boundary: zero-temperature metals exist on both sides of it.

## What the example leaves out

The critical film corresponds to a mobility of 5.7 cm²/Vs at $L_0$ and, in the Drude reading, $k_F\ell=0.78$. Mobilities of order 10 cm²/Vs are typical of this oxide at room temperature. At the chosen density, 10 cm²/Vs read as a value at $L_0$ would give $\delta=\ln(10/5.7)\approx0.56$, well on the metallic side of the films in the table. The critical film therefore stands for a more disordered sample than a typical one. The chosen density suits a conducting film; transistor channels are often more dilute. At 300 K, $E_F/k_BT=8.9$, so the degenerate treatment is fair, but $L_T$ falls below $L_0$ above about 145 K. A room-temperature conductivity therefore says little about the scaling limit.

A serious omission is the interaction between electrons. In perturbation theory its exchange part changes the conductivity by about $0.031\,e^2/(\hbar L_T)$, and the Hartree part reduces this. Divided by the critical conductivity $e^2g_c/(\pi\hbar L_T)$, the exchange part is $0.031\pi/g_c\approx0.38$; the cruder scale $e^2/(2\pi^2\hbar L_T)$ used in the output gives 0.62. It is not a small correction, and it can change the exponent as well as the numbers. The table illustrates the noninteracting theory and does not predict a particular film.

The dephasing rate is also uncertain. If it is ten times smaller, $L_T^3$ is ten times larger at criticality, and the conductivity drops by a factor of 2.15. Thermal smearing of the mobility edge matters much less here. With complete phase coherence, smearing alone would leave a conductivity of order $A(k_BT)^\nu$. If $\ln g_0$ shifts by $k_BT/E_F$, this is about $2\times10^{-4}$ of the critical conductivity at 10 K. At the finite $L_T$ a one-sided shift of this size, about 0.004, changes the conductivity by roughly half a percent, since $\delta=0.1$ changes it by 12 percent. The thermal window is symmetric, so this first-order change cancels in the average and less than $10^{-4}$ remains.

Finally, the critical film becomes two-dimensional when $L_T$ reaches its thickness, near 12 mK. The corresponding interpolation, $1-(1+g)\ln(1+1/g)$, was negative throughout the range examined, so in this model the film eventually localizes.

Other symmetry classes change $g_c$ and $\nu$. With spin-orbit coupling $\beta$ may approach 1 from above, and the finite-size upper bound is then lost. The logarithm that drives $\sigma(\infty)$ to zero comes from the zero of $\beta$ and remains as long as $\beta$ crosses zero smoothly with a finite, nonzero slope. In a noninteracting three-dimensional calculation, the function to place above $E_c$ is therefore $A(E-E_c)^\nu$ near the edge. The value $\sigma_M$ gives the order of magnitude of the conductivity near the transition when $L_T$ is close to the microscopic length, but it is not the height of a step and should not be extrapolated to zero temperature. The numerical output below gives the values used here.

## Computed values

```
Anderson cubes, E = 0, g in 2e^2/h, sigma in e^2/(hbar a)
W/t=14.0 L/a= 6: <ln g>=-0.813 +- 0.031, <g>=0.578, sigma=0.0317
W/t=14.0 L/a=10: <ln g>=-0.354 +- 0.043, <g>=0.826, sigma=0.0267
W/t=16.5 L/a= 6: <ln g>=-1.581 +- 0.047, <g>=0.360, sigma=0.0195
W/t=16.5 L/a=10: <ln g>=-1.449 +- 0.076, <g>=0.371, sigma=0.0119
W/t=20.0 L/a= 6: <ln g>=-2.776 +- 0.066, <g>=0.185, sigma=0.0099
W/t=20.0 L/a=10: <ln g>=-3.112 +- 0.118, <g>=0.143, sigma=0.0046
change of <ln g>, L/a 6 to 10, W/t=14.0: 0.459 +- 0.053
change of <ln g>, L/a 6 to 10, W/t=16.5: 0.132 +- 0.089
change of <ln g>, L/a 6 to 10, W/t=20.0: -0.336 +- 0.135
1/nu from small cubes: 0.66 +- 0.12 (statistical)
N<|v|^2> for random states: 2.019 (ta/hbar)^2
W/t=6: sigma Kubo 0.272, Landauer 0.262
density of states at W/t=16.5: 0.0554 per site, spin and t
Mott random-phase value: 0.0386 e^2/(hbar a)
model flow: g_c = 0.2550, nu = 1.685
exponent of sigma from quadrature: 1.685
beta slope k= 0.6, delta=0.1: sigma_inf/sigma_0 = 0.0087
beta slope k=50.0, delta=0.1: sigma_inf/sigma_0 = 0.9999
film: n = 1.0e+20 cm^-3, m*/m_e = 0.34, thickness = 50 nm
starting length L0 = 2.15 nm, Fermi energy = 0.231 eV
density of states = 0.649 per eV nm^3 (both spins)
Mott value with a = L0: 43.6 S/cm
critical film at L0: sigma = 91.7 S/cm, mobility = 5.72 cm2/Vs, kF*l = 0.78
delta=0.01: sigma(T=0) = 0.0328 S/cm
delta=0.10: sigma(T=0) = 1.629 S/cm
delta=0.50: sigma(T=0) = 27.75 S/cm
delta=1.00: sigma(T=0) = 106 S/cm
delta=0.0 T=100.0 K: L_T = 2.44 nm, sigma = 81.01 S/cm
delta=0.0 T= 10.0 K: L_T = 5.25 nm, sigma = 37.60 S/cm
delta=0.0 T=  1.0 K: L_T = 11.32 nm, sigma = 17.45 S/cm
delta=0.0 T=  0.1 K: L_T = 24.39 nm, sigma = 8.10 S/cm
delta=0.1 T=100.0 K: L_T = 2.53 nm, sigma = 87.16 S/cm
delta=0.1 T= 10.0 K: L_T = 5.57 nm, sigma = 42.21 S/cm
delta=0.1 T=  1.0 K: L_T = 12.40 nm, sigma = 20.95 S/cm
delta=0.1 T=  0.1 K: L_T = 28.18 nm, sigma = 10.81 S/cm
E_F/kT at 300 K: 8.9
scaling has no room above T = 145 K
critical film turns two-dimensional below 11.6 mK
edge smearing / critical sigma at 10 K: 1.7e-04
interaction scale / critical sigma: 0.62
```
